**Quantum and classical heat capacity of a 1080 cm⁻¹ silica mode**

The program tests the harmonic-mode result C = k_B x² eˣ/(eˣ − 1)², where x = hcw/(k_B T), w is the wavenumber, T the temperature, and h, c and k_B are the Planck constant, the speed of light and the Boltzmann constant. It asserts that this formula agrees with the numerical derivative of an explicitly summed mean energy, and with the energy fluctuations over levels found by diagonalization on a grid. It also asserts that phase-space quadrature and Langevin dynamics both give the classical value k_B, within their numerical and sampling errors. At 1080 cm⁻¹ and 300 K the output shows C = 0.153 k_B, an overcount of 6.55 in heat capacity and of 34.1 in thermal energy. The heat-capacity overcount falls to six at 308 K, and to 3.09 at 400 K. Further assertions confirm that it stays above six at 300 K for a weakly anharmonic well and for a band with a standard deviation of 40 cm⁻¹. The anharmonicity, band width, upper band position and hot-interconnect temperature are rough inputs, not computed properties of silica.

## Check in Python

```python
"""Heat capacity of one silica stretching mode, quantum against classical.

Result under test: a harmonic mode of wavenumber w at temperature T has
    C / k_B = x^2 e^x / (e^x - 1)^2,   x = h c w / (k_B T),
which is about 0.15 at w = 1080 cm^-1 and T = 300 K, whereas classical
molecular dynamics gives C / k_B = 1, an overcount of more than six.
Symbols: h Planck constant, c speed of light, k_B Boltzmann constant.
Heat capacities are in units of k_B unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

WAVENUMBER = 1080.0        # cm^-1
TEMPERATURE = 300.0        # K
HOT_TEMPERATURE = 400.0    # K, rough hot interconnect
BAND_SD = 40.0             # cm^-1, rough spread of the band in a glass
UPPER_BAND = 1250.0        # cm^-1, rough longitudinal part of the band
LOW_MODE = 100.0           # cm^-1, a soft mode for contrast
ANHARMONICITY = 0.005      # rough Morse anharmonicity (dimensionless)
TIME_STEP = 0.5            # fs

KELVIN_PER_CM = const.h * const.c * 100.0 / const.k


def reduced_quantum(wavenumber, temperature):
    return KELVIN_PER_CM * wavenumber / temperature


def capacity_formula(wavenumber, temperature):
    x = reduced_quantum(wavenumber, temperature)
    return x**2 * np.exp(-x) / (-np.expm1(-x))**2


def ladder_energy(wavenumber, temperature):
    """Mean energy / k_B in kelvin, summed level by level."""
    energies = KELVIN_PER_CM * wavenumber * (np.arange(2000) + 0.5)
    weights = np.exp(-(energies - energies[0]) / temperature)
    return np.sum(energies * weights) / np.sum(weights)


def fluctuation_capacity(levels, thermal_energy):
    weights = np.exp(-(levels - levels[0]) / thermal_energy)
    weights /= weights.sum()
    mean = np.sum(weights * levels)
    return np.sum(weights * (levels - mean)**2) / thermal_energy**2


# Dimensionless oscillator: energies in harmonic quanta, H = p^2/2 + V(q).
grid = np.linspace(-9.0, 9.0, 1201)
spacing = grid[1] - grid[0]


def grid_levels(potential):
    diagonal = 1.0 / spacing**2 + potential
    off_diagonal = np.full(len(grid) - 1, -0.5 / spacing**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, 14))


def classical_capacity(potential, thermal_energy):
    """Energy variance from quadrature over momentum and position."""
    total = 0.0
    for energy in (0.5 * grid**2, potential):
        weights = np.exp(-(energy - energy.min()) / thermal_energy)
        weights /= weights.sum()
        mean = np.sum(weights * energy)
        total += np.sum(weights * (energy - mean)**2)
    return total / thermal_energy**2


def dynamics_capacity(wavenumber, rng, copies=100000, steps=400):
    """Langevin dynamics of many copies; mass = 1, k_B T = 1, time in fs."""
    omega = 2.0 * np.pi * const.c * 100.0 * wavenumber * 1e-15
    friction = 0.1
    decay = np.exp(-friction * TIME_STEP)
    kick = np.sqrt(1.0 - decay**2)
    position = np.zeros(copies)
    velocity = np.zeros(copies)
    half = 0.5 * TIME_STEP
    for _ in range(steps):
        velocity -= half * omega**2 * position
        position += half * velocity
        velocity = decay * velocity + kick * rng.standard_normal(copies)
        position += half * velocity
        velocity -= half * omega**2 * position
    energy = 0.5 * velocity**2 + 0.5 * omega**2 * position**2
    return np.var(energy)


# Quantum formula against the derivative of the explicitly summed energy.
for w_test in (LOW_MODE, 450.0, WAVENUMBER, UPPER_BAND):
    for t_test in (200.0, TEMPERATURE, HOT_TEMPERATURE):
        step = 0.05
        slope = (ladder_energy(w_test, t_test + step)
                 - ladder_energy(w_test, t_test - step)) / (2.0 * step)
        assert abs(slope / capacity_formula(w_test, t_test) - 1.0) < 1e-5

x = reduced_quantum(WAVENUMBER, TEMPERATURE)
capacity = capacity_formula(WAVENUMBER, TEMPERATURE)
overcount = 1.0 / capacity

# Quantum formula against levels found by diagonalization
# (the finite grid spacing shifts the gap by a few parts in 1e5).
harmonic = 0.5 * grid**2
harmonic_levels = grid_levels(harmonic)
capacity_grid = fluctuation_capacity(harmonic_levels, 1.0 / x)
assert abs(capacity_grid / capacity - 1.0) < 5e-4

# Excited probability and thermal energy against explicit sums.
boltzmann = np.exp(-x * np.arange(200))
excited = np.exp(-x)
assert abs(boltzmann[1:].sum() / boltzmann.sum() - excited) < 1e-12
thermal_part = (ladder_energy(WAVENUMBER, TEMPERATURE)
                - 0.5 * KELVIN_PER_CM * WAVENUMBER)
energy_ratio = np.expm1(x) / x
assert abs(TEMPERATURE / thermal_part / energy_ratio - 1.0) < 1e-8

# Classical value: quadrature, then dynamics (sampling error about 1 %).
capacity_classical = classical_capacity(harmonic, 1.0 / x)
assert abs(capacity_classical - 1.0) < 1e-8
generator = np.random.default_rng(7)
capacity_md = dynamics_capacity(WAVENUMBER, generator)
capacity_md_low = dynamics_capacity(450.0, generator)
assert abs(capacity_md - 1.0) < 0.04
assert abs(capacity_md_low - 1.0) < 0.04

# The claim itself, from the diagonalized levels and the classical integral.
assert abs(capacity_grid - 0.15) < 0.005
assert capacity_classical / capacity_grid > 6.0

# Where the overcount is exactly six.
temperature_six = brentq(
    lambda t: 1.0 / capacity_formula(WAVENUMBER, t) - 6.0, 200.0, 500.0)
wavenumber_six = brentq(
    lambda w: 1.0 / capacity_formula(w, TEMPERATURE) - 6.0, 500.0, 1500.0)

# Anharmonic well: Morse potential expanded to fourth order.
a = np.sqrt(2.0 * ANHARMONICITY)
anharmonic = 0.5 * grid**2 - 0.5 * a * grid**3 + 7.0 * a**2 * grid**4 / 24.0
anharmonic_levels = grid_levels(anharmonic)
fundamental = anharmonic_levels[1] - anharmonic_levels[0]
# Perturbation theory gives 1 - 2*anharmonicity up to higher orders.
assert abs(fundamental - (1.0 - 2.0 * ANHARMONICITY)) < 1e-3
thermal_anharmonic = fundamental / x   # keeps the fundamental at WAVENUMBER
quantum_anharmonic = fluctuation_capacity(anharmonic_levels,
                                          thermal_anharmonic)
classical_anharmonic = classical_capacity(anharmonic, thermal_anharmonic)
overcount_anharmonic = classical_anharmonic / quantum_anharmonic
assert overcount_anharmonic > 6.0

# Broad band in the glass.
offsets = np.linspace(-5.0, 5.0, 2001)
band_weights = np.exp(-0.5 * offsets**2)
band_weights /= band_weights.sum()
capacity_band = np.sum(band_weights * capacity_formula(
    WAVENUMBER + BAND_SD * offsets, TEMPERATURE))
assert 1.0 / capacity_band > 6.0

capacity_hot = capacity_formula(HOT_TEMPERATURE * 0 + WAVENUMBER,
                                HOT_TEMPERATURE)
capacity_upper = capacity_formula(UPPER_BAND, TEMPERATURE)
capacity_low = capacity_formula(LOW_MODE, TEMPERATURE)

mev = 1000.0 * const.k / const.e   # meV per kelvin
quantum_mev = KELVIN_PER_CM * WAVENUMBER * mev
print(f"mode wavenumber: {WAVENUMBER:.0f} cm^-1")
print(f"temperature: {TEMPERATURE:.0f} K")
print(f"hc/k_B: {KELVIN_PER_CM:.5f} cm K")
print(f"vibrational quantum: {quantum_mev:.2f} meV")
print(f"thermal energy k_B T: {TEMPERATURE * mev:.2f} meV")
print(f"zero-point energy: {quantum_mev / 2:.2f} meV")
print(f"x: {x:.4f}")
print(f"x^2: {x**2:.3f}")
print(f"exp(-x), probability of being excited: {excited:.6f}")
print(f"estimate x^2 exp(-x): {x**2 * excited:.4f} k_B")
print(f"denominator (1-exp(-x))^2: {(1 - excited)**2:.5f}")
print(f"quantum heat capacity, formula: {capacity:.4f} k_B")
print(f"quantum heat capacity, diagonalized: {capacity_grid:.4f} k_B")
print(f"quantum heat capacity: {capacity * const.k:.3e} J/K")
print(f"classical heat capacity, quadrature: {capacity_classical:.4f} k_B")
print(f"dynamics time step: {TIME_STEP:.1f} fs")
print(f"dynamics heat capacity, 1080 cm^-1: {capacity_md:.3f} k_B")
print(f"dynamics heat capacity, 450 cm^-1: {capacity_md_low:.3f} k_B")
print(f"overcount of heat capacity: {overcount:.2f}")
print(f"mean thermal energy, quantum: {thermal_part * mev:.3f} meV")
print(f"overcount of thermal energy: {energy_ratio:.1f}")
print(f"overcount is six at 1080 cm^-1 and T = {temperature_six:.1f} K")
print(f"overcount is six at 300 K and w = {wavenumber_six:.0f} cm^-1")
print(f"anharmonicity (rough): {ANHARMONICITY:.3f}")
print(f"anharmonic quantum heat capacity: {quantum_anharmonic:.4f} k_B")
print(f"anharmonic classical heat capacity: {classical_anharmonic:.4f} k_B")
print(f"anharmonic overcount: {overcount_anharmonic:.2f}")
print(f"band standard deviation (rough): {BAND_SD:.0f} cm^-1")
print(f"band-averaged heat capacity: {capacity_band:.4f} k_B")
print(f"band-averaged overcount: {1 / capacity_band:.2f}")
print(f"upper band (rough): {UPPER_BAND:.0f} cm^-1")
print(f"upper-band heat capacity at 300 K: {capacity_upper:.4f} k_B")
print(f"upper-band overcount at 300 K: {1 / capacity_upper:.1f}")
print(f"hot interconnect (rough): {HOT_TEMPERATURE:.0f} K")
print(f"heat capacity at 400 K, 1080 cm^-1: {capacity_hot:.4f} k_B")
print(f"overcount at 400 K, 1080 cm^-1: {1 / capacity_hot:.2f}")
print(f"soft mode for contrast: {LOW_MODE:.0f} cm^-1")
print(f"soft-mode heat capacity at 300 K: {capacity_low:.4f} k_B")
print(f"soft-mode overcount at 300 K: {1 / capacity_low:.3f}")
print("success")
```

Output:

```
mode wavenumber: 1080 cm^-1
temperature: 300 K
hc/k_B: 1.43878 cm K
vibrational quantum: 133.90 meV
thermal energy k_B T: 25.85 meV
zero-point energy: 66.95 meV
x: 5.1796
x^2: 26.828
exp(-x), probability of being excited: 0.005630
estimate x^2 exp(-x): 0.1511 k_B
denominator (1-exp(-x))^2: 0.98877
quantum heat capacity, formula: 0.1528 k_B
quantum heat capacity, diagonalized: 0.1528 k_B
quantum heat capacity: 2.109e-24 J/K
classical heat capacity, quadrature: 1.0000 k_B
dynamics time step: 0.5 fs
dynamics heat capacity, 1080 cm^-1: 0.987 k_B
dynamics heat capacity, 450 cm^-1: 0.995 k_B
overcount of heat capacity: 6.55
mean thermal energy, quantum: 0.758 meV
overcount of thermal energy: 34.1
overcount is six at 1080 cm^-1 and T = 308.4 K
overcount is six at 300 K and w = 1051 cm^-1
anharmonicity (rough): 0.005
anharmonic quantum heat capacity: 0.1529 k_B
anharmonic classical heat capacity: 1.0037 k_B
anharmonic overcount: 6.56
band standard deviation (rough): 40 cm^-1
band-averaged heat capacity: 0.1537 k_B
band-averaged overcount: 6.51
upper band (rough): 1250 cm^-1
upper-band heat capacity at 300 K: 0.0900 k_B
upper-band overcount at 300 K: 11.1
hot interconnect (rough): 400 K
heat capacity at 400 K, 1080 cm^-1: 0.3233 k_B
overcount at 400 K, 1080 cm^-1: 3.09
soft mode for contrast: 100 cm^-1
soft-mode heat capacity at 300 K: 0.9811 k_B
soft-mode overcount at 300 K: 1.019
success
```
